\section*{Reflectance of Liquid Silicon at 633 nm in the Drude Model}

\section*{The question}

In one form of pulsed-laser annealing of ion-implanted silicon, a short laser pulse melts the surface, which can then solidify again as a crystal. A weak continuous probe beam of vacuum wavelength $\lambda=633$ nm falls on the surface at normal incidence, and its reflected power shows when the surface is molten.

Treat the melt as a gas of free electrons with plasma energy $E_p=\hbar\omega_p=17$ eV and relaxation time $\tau=0.22$ fs. Here $\omega_p^2=n_e e^2/(\varepsilon_0 m)$, where $n_e$ is the electron density, $m$ the free-electron mass and $e>0$ the elementary charge. The surface is flat and clean, and the medium in front of it is vacuum. Except in part (f), the melt is so thick that no light returns from its far side.

Fields vary as $\exp(-i\omega t)$. The symbol $\mathcal E$ denotes an electric field and $E=\hbar\omega$ the photon energy. The vacuum wavenumber is $k_0=\omega/c=2\pi/\lambda$.

\section*{(a) Permittivity}

\textbf{Question.} Derive the relative permittivity $\varepsilon=\varepsilon_1+i\varepsilon_2$ of the melt from the motion of one electron, and evaluate it at 633 nm.

\textbf{Answer.} Collisions are represented by a friction force that removes momentum at the rate $1/\tau$. There is no restoring force, because the electrons are free:
\begin{equation}
m\ddot x+\frac{m}{\tau}\dot x=-e\mathcal E .
\end{equation}
In the steady state $x$ varies as $\exp(-i\omega t)$, so each time derivative gives a factor $-i\omega$:
\begin{equation}
-m\left(\omega^2+\frac{i\omega}{\tau}\right)x=-e\mathcal E
\quad\Rightarrow\quad
x=\frac{e\mathcal E}{m(\omega^2+i\omega/\tau)} .
\end{equation}
The polarization is $P=-n_e e x$, and $\varepsilon=1+P/(\varepsilon_0\mathcal E)$. The leading 1 means that the bound electrons are taken not to polarize. Thus
\begin{equation}
\varepsilon=1-\frac{\omega_p^2}{\omega^2+i\omega/\tau}
=1-\frac{E_p^2}{E^2+iEG},\qquad G=\frac{\hbar}{\tau},
\end{equation}
where numerator and denominator were multiplied by $\hbar^2$. To separate the parts, multiply above and below by the complex conjugate of the denominator:
\begin{equation}
\frac{1}{E^2+iEG}=\frac{E^2-iEG}{E^2(E^2+G^2)}
=\frac{1}{E^2+G^2}-\frac{iG}{E(E^2+G^2)} .
\end{equation}
Therefore
\begin{equation}
\varepsilon_1=1-\frac{E_p^2}{E^2+G^2},\qquad
\varepsilon_2=\frac{E_p^2\,G}{E(E^2+G^2)} .
\end{equation}
The data give $E=hc/\lambda=1.959$ eV and $G=2.992$ eV, so $E^2+G^2=12.788$ eV$^2$ and
\begin{align}
\varepsilon_1&=1-\frac{17^2}{12.788}=-21.60,\\
\varepsilon_2&=\frac{17^2\times2.992}{1.959\times12.788}=34.52 .
\end{align}
The positive $\varepsilon_2$ describes absorption. The negative $\varepsilon_1$ comes from the inertia of the electrons. Since $\omega\tau=E/G=0.65$, friction and inertia are of comparable importance.

\section*{(b) Complex refractive index}

\textbf{Question.} Find $N=n+i\kappa$ from $N^2=\varepsilon$, and justify the choice of root.

\textbf{Answer.} Equating real and imaginary parts gives
\begin{equation}
n^2-\kappa^2=\varepsilon_1,\qquad 2n\kappa=\varepsilon_2 .
\end{equation}
The sum of the squares of these equations is
\begin{equation}
(n^2-\kappa^2)^2+4n^2\kappa^2=(n^2+\kappa^2)^2
=\varepsilon_1^2+\varepsilon_2^2=|\varepsilon|^2 ,
\end{equation}
so $n^2+\kappa^2=|\varepsilon|$. Adding and subtracting $n^2-\kappa^2=\varepsilon_1$ yields
\begin{equation}
n=\sqrt{\frac{|\varepsilon|+\varepsilon_1}{2}},\qquad
\kappa=\sqrt{\frac{|\varepsilon|-\varepsilon_1}{2}} .
\end{equation}
The wave in the melt is proportional to $\exp(ik_0Nz)=\exp(ik_0nz)\exp(-k_0\kappa z)$, with $z$ measured into the melt. It must decay with depth, so $\kappa>0$. Because $2n\kappa=\varepsilon_2>0$, $n$ is positive as well. With $|\varepsilon|=40.72$,
\begin{equation}
n=\sqrt{\frac{40.72-21.60}{2}}=3.09,\qquad
\kappa=\sqrt{\frac{40.72+21.60}{2}}=5.58 .
\end{equation}

\section*{(c) Reflectance}

\textbf{Question.} Derive the reflectance at normal incidence and calculate it.

\textbf{Answer.} For unit incident amplitude the field is
\begin{equation}
\mathcal E=\begin{cases}
\exp(ik_0z)+r\exp(-ik_0z), & z<0,\\
t\exp(ik_0Nz), & z>0 .
\end{cases}
\end{equation}
The tangential electric and magnetic fields are continuous at $z=0$. Faraday's law gives $\partial\mathcal E/\partial z=i\omega\mu_0H$ on both sides, since neither medium is magnetic. Hence both $\mathcal E$ and its slope are continuous:
\begin{equation}
1+r=t,\qquad 1-r=Nt .
\end{equation}
Eliminating $t$ gives $1-r=N(1+r)$, so
\begin{equation}
r=\frac{1-N}{1+N},\qquad
R=|r|^2=\frac{(n-1)^2+\kappa^2}{(n+1)^2+\kappa^2} .
\label{R}
\end{equation}
Before the index is rounded, the numerator is 35.54 and the denominator 47.91:
\begin{equation}
R=\frac{35.54}{47.91}=0.742\approx0.74 .
\end{equation}
The model melt reflects about 74\% of the probe power.

\section*{(d) The light that is not reflected}

\textbf{Question.} Show that the remaining power is absorbed in the melt, and find the depth over which the heating falls by a factor $\mathrm e$.

\textbf{Answer.} The mean power absorbed per unit volume is the mean of $\mathcal E\,\partial P/\partial t$. With $P=\varepsilon_0(\varepsilon-1)\mathcal E$ this is
\begin{equation}
\tfrac12\operatorname{Re}\left[\mathcal E^*(-i\omega)\varepsilon_0(\varepsilon-1)\mathcal E\right]
=\tfrac12\,\omega\varepsilon_0\varepsilon_2|\mathcal E|^2 .
\end{equation}
The incident intensity for unit amplitude is $\tfrac12\varepsilon_0c$. Dividing by it and integrating over depth gives the absorbed fraction
\begin{equation}
A=k_0\varepsilon_2|t|^2\int_0^\infty \exp(-2k_0\kappa z)\,dz
=\frac{\varepsilon_2|t|^2}{2\kappa}=n|t|^2 ,
\end{equation}
where $\varepsilon_2=2n\kappa$ was used. From part (c), $t=1+r=2/(1+N)$, so
\begin{equation}
A=\frac{4n}{(n+1)^2+\kappa^2}=1-R .
\label{A}
\end{equation}
The last equality follows from $(n+1)^2-(n-1)^2=4n$. Numerically $A=0.258$. The heating varies as $\exp(-z/\delta)$ with
\begin{equation}
\delta=\frac{1}{2k_0\kappa}=\frac{\lambda}{4\pi\kappa}=9.0\ \text{nm} .
\end{equation}
A fraction $1-\mathrm e^{-1}=0.63$ of the absorbed probe power is deposited within this depth. The field amplitude, whose square gives the heating, decays over $2\delta$.

\section*{(e) Two limits}

\textbf{Question.} Find the leading absorptance $1-R$ (i) for weak scattering, $G\ll E<E_p$ with $E$ not close to $E_p$, and (ii) for low frequency, $E\ll G$, with $n\gg1$. Does either limit describe the melt at 633 nm?

\textbf{Answer.} (i) With $G=0$ the permittivity is $1-E_p^2/E^2<0$. Then $N=i\kappa$ with $\kappa=\sqrt{E_p^2-E^2}/E$, and $|1-i\kappa|=|1+i\kappa|$ gives $R=1$: there is no friction to take up energy. For small $G$, $\varepsilon_2\approx E_p^2G/E^3$ and $n=\varepsilon_2/(2\kappa)$ is small. In equation (\ref{A}) the denominator becomes $1+\kappa^2=E_p^2/E^2$ to leading order, so
\begin{equation}
1-R\approx\frac{4n}{1+\kappa^2}
=\frac{2E_p^2G}{E^3\kappa}\,\frac{E^2}{E_p^2}
=\frac{2G}{\sqrt{E_p^2-E^2}} .
\end{equation}
If $\tau$ were 100 times longer at the same plasma energy, the full formula would give $R=0.9965$. The shortfall of the melt from perfect reflection is thus due to scattering in this model.

(ii) For $E\ll G$, the free-electron part of $\varepsilon$ has a real part smaller than its imaginary part by the factor $E/G$. Then $\varepsilon\approx iE_p^2/(EG)$, and part (b) gives
\begin{equation}
n\approx\kappa\approx\sqrt{\frac{\varepsilon_2}{2}}=\frac{E_p}{\sqrt{2EG}} .
\end{equation}
For $n\gg1$ the denominator of equation (\ref{A}) is approximately $2n^2$, hence
\begin{equation}
1-R\approx\frac{4n}{2n^2}=\frac2n=\frac{2\sqrt{2EG}}{E_p} .
\end{equation}
At 633 nm this would give $R\approx0.60$ instead of 0.74. Neither limit applies: $E/G=0.65$ is neither large nor small. The full permittivity is needed.

\section*{(f) A thin melt on hot solid silicon}

\textbf{Question.} A uniform melt of thickness $d$ lies on hot solid silicon of index $N_s=4.5+0.3i$, a rough value. Treat the solid as infinitely deep. Derive the amplitude reflected by the whole structure. Evaluate the reflectance for $d=0$, 10, 20 and 50 nm, and interpret the results.

\textbf{Answer.} In the melt there are now two waves, $a\exp(ik_0Nz)+b\exp(-ik_0Nz)$. Let $a'$ and $b'$ be their values at $z=d$, and $t'$ the amplitude entering the solid. Continuity of field and slope requires $a'+b'=t'$ and $N(a'-b')=N_st'$. Therefore
\begin{equation}
\frac{b'}{a'}=\frac{N-N_s}{N+N_s}\equiv r_{12} .
\end{equation}
Since $a'=a\exp(ik_0Nd)$ and $b'=b\exp(-ik_0Nd)$,
\begin{equation}
b=sa,\qquad s=r_{12}\,p,\qquad p=\exp(2ik_0Nd) .
\end{equation}
At the front surface, $1+r=a(1+s)$ and $1-r=Na(1-s)$. Dividing the second by the first and solving for $r$ gives
\begin{align}
r&=\frac{(1+s)-N(1-s)}{(1+s)+N(1-s)}
=\frac{(1-N)+s(1+N)}{(1+N)+s(1-N)}\nonumber\\
&=\frac{r_{01}+r_{12}p}{1+r_{01}r_{12}p},\qquad
r_{01}=\frac{1-N}{1+N} .
\label{layer}
\end{align}
For $d=0$ the melt is absent, and equation (\ref{R}) with the index of the solid gives
\begin{equation}
R=\frac{3.5^2+0.3^2}{5.5^2+0.3^2}=0.41 .
\end{equation}
Equation (\ref{layer}) gives $R=0.643$, 0.730 and 0.744 for 10, 20 and 50 nm. The rise from 0.41 towards 0.74 is the signal of melting. It saturates because $|p|=\exp(-d/\delta)$: light returning from the back of the melt has been attenuated on both passages. The height of the plateau therefore says little about the depth of a melt several $\delta$ thick.

The 50 nm value lies slightly above the thick-melt value of 0.742. Equation (\ref{layer}) first reaches that value near 24 nm, peaks at 0.749 near 32 nm, and then falls back. To first order in $p$, equation (\ref{layer}) gives
\begin{equation}
R\approx|r_{01}|^2+2\operatorname{Re}\left[r_{01}^*(1-r_{01}^2)r_{12}p\right] .
\end{equation}
The phase of $p$ is $2k_0nd$, so the second term changes sign as $d$ grows. The small excess is interference between light from the front and back of the melt.

\section*{(g) How far can the result be trusted?}

\textbf{Question.} Judge whether the parameters are reasonable for liquid silicon, and estimate the effect of the main simplifications on $R$.

\textbf{Answer.} \emph{Electron density and conductivity.} The definition of $\omega_p$ gives $n_e=\varepsilon_0m\omega_p^2/e^2=2.1\times10^{23}$ cm$^{-3}$. For comparison, take a rough liquid density of 2.5 g/cm$^3$, a molar mass of 28.09 g/mol and four valence electrons per atom. These give a plasma energy of 17.2 eV, so 17 eV corresponds to nearly all valence electrons being free. At zero frequency the equation of motion gives the drift velocity $-e\tau\mathcal E/m$, hence a conductivity $n_ee^2\tau/m=\varepsilon_0\omega_p^2\tau$. The corresponding resistivity is 77 $\mu\Omega\,$cm.

\emph{Validity of the electron model.} Filling momentum states with two spins each gives $k_F=(3\pi^2n_e)^{1/3}$, Fermi speed $v_F=\hbar k_F/m$ and Fermi energy $mv_F^2/2=12.9$ eV. At a rough melt temperature of 1700 K, $k_BT$ is 0.011 of this energy, so the electron gas is strongly degenerate. The mean free path $v_F\tau$ is 0.47 nm, or 0.05 of $\delta$. This supports a local relation between current and field, although the nonlocal correction to $R$ has not been calculated. The path is less than twice the mean atomic spacing of 0.27 nm, taken as the inverse cube root of the atomic density. An electron is then hardly free between separate collisions, and $\tau$ is best read as an effective parameter.

\emph{Sensitivity.} The following trial changes are made one at a time, with all other quantities fixed. They are not error bars.
\begin{itemize}
\item Changing $\tau$ by $-10\%$ or $+10\%$ gives $R=0.723$ or 0.758.
\item Changing $E_p$ by $-3\%$ or $+3\%$ gives $R=0.735$ or 0.748.
\item Replacing the background permittivity 1 by 2, as a trial allowance for bound electrons and interband transitions, gives $R=0.736$.
\item A 2 nm surface oxide of rough index 1.46 gives $R=0.740$. This follows from equation (\ref{layer}) with the oxide as the layer and the melt as the substrate.
\end{itemize}
Among these trials, the 10\% change in relaxation time has the largest effect. For equal small percentage changes, however, $R$ is more sensitive to $E_p$ than to $\tau$. A third decimal in $R$ therefore has no physical weight, and the second is uncertain by about two units if $\tau$ is known only to 10\%.

\emph{The real process.} Liquid silicon is a metallic liquid with a resistivity of very roughly 75 $\mu\Omega\,$cm and a reflectance of roughly 0.7 in red light, so the parameters and the result are of realistic size. The assumption of a thick melt fails while a melt growing inward from the surface is still thin, and again at the end if the solid grows back to the surface. For the rough solid index used in part (f), the small thickness lowers $R$ by about 0.10 at 10 nm and 0.01 at 20 nm. Temperature changes can also alter $\tau$ and the electron density, while a rough surface scatters light out of the reflected beam. Near 30 nm, interference instead raises $R$ to about 0.75. The value 0.74 thus belongs to a smooth, uniform melt about 50 nm thick or more, with the stated Drude parameters.
